# Fermi–Dirac smearing: energy, Mermin free energy and the zero-temperature limit

A metallic total energy can be computed with Fermi–Dirac occupations at an artificial temperature \(T\), because smooth occupations make sums over k-points converge faster. The energy wanted is the one at \(T=0\). This problem asks how far the smeared quantities lie from it, and how they can be combined to come closer.

Let \(\sigma=k_BT\), and let \(S\) be the entropy in units of \(k_B\). The Mermin free energy is \(F=E-\sigma S\). The density of states \(g(\varepsilon)\) counts both spins, and \(\mathcal N(\varepsilon)=\int_{-\infty}^{\varepsilon}g\,d\varepsilon'\) is the number of states below \(\varepsilon\). The electron number \(N\) is fixed. At \(\sigma=0\) the energy is \(E_0\) and the Fermi level is \(\mu_0\), so \(\mathcal N(\mu_0)=N\).

Until part (f) the bands do not depend on \(\sigma\). Until part (g) the k-mesh is converged, so that \(g\) is a continuous function, smooth and nonzero around \(\mu_0\).

## (a) Integrals over the Fermi function

**Let \(f(\varepsilon)=1/(e^{(\varepsilon-\mu)/\sigma}+1)\), and let \(H(\varepsilon)\) be smooth near \(\mu\), zero below the bands, and of at most polynomial growth. Expand \(\int Hf\,d\varepsilon\) through order \(\sigma^4\).**

**Solution.** Define \(K(\varepsilon)=\int_{-\infty}^{\varepsilon}H\,d\varepsilon'\) and integrate by parts. The boundary term vanishes, since \(K=0\) below the bands and \(f\) decays exponentially far above \(\mu\):

\[
\int Hf\,d\varepsilon=\int K(\varepsilon)\left(-\frac{df}{d\varepsilon}\right)d\varepsilon .
\]

The factor \(-df/d\varepsilon\) is a peak of width a few \(\sigma\) at \(\mu\), so \(K\) may be expanded there. With \(\varepsilon=\mu+\sigma x\),

\[
-\frac{df}{d\varepsilon}\,d\varepsilon=w(x)\,dx,\qquad
w(x)=\frac{e^x}{(e^x+1)^2}=\frac{1}{4\cosh^2(x/2)} .
\]

The weight \(w\) is even and integrates to 1, so odd powers of \(x\) drop out. For even \(n\ge2\), use \(w=-\frac{d}{dx}(e^x+1)^{-1}\) and integrate by parts on the half line:

\[
\frac1{n!}\int_{-\infty}^{\infty}x^nw\,dx
=\frac{2n}{n!}\int_0^\infty\frac{x^{n-1}}{e^x+1}\,dx .
\]

Now insert \((e^x+1)^{-1}=\sum_{j\ge1}(-1)^{j+1}e^{-jx}\) and \(\int_0^\infty x^{n-1}e^{-jx}dx=(n-1)!/j^n\). The result is \(2\eta(n)\), where

\[
\eta(n)=\sum_{j\ge1}\frac{(-1)^{j+1}}{j^n}=(1-2^{1-n})\,\zeta(n).
\]

The last form follows by subtracting the even-\(j\) terms twice from \(\zeta(n)\). With \(\zeta(2)=\pi^2/6\) and \(\zeta(4)=\pi^4/90\), the two coefficients are

\[
a=2\cdot\tfrac12\cdot\frac{\pi^2}{6}=\frac{\pi^2}{6},\qquad
b=2\cdot\tfrac78\cdot\frac{\pi^4}{90}=\frac{7\pi^4}{360}.
\]

Since \(K''=H'\) and \(K''''=H'''\),

\[
\int Hf\,d\varepsilon=\int_{-\infty}^{\mu}H\,d\varepsilon+a\sigma^2H'(\mu)+b\sigma^4H'''(\mu)+O(\sigma^6).
\]

This is the Sommerfeld expansion. It requires \(H\) to be smooth over several \(\sigma\) around \(\mu\). A band edge at distance \(D\) from \(\mu\) is felt through the tail of \(w\), which is of order \(e^{-D/\sigma}\) there and is missed by every power of \(\sigma\).

## (b) The grand potential

**Expand \(\Omega=E-\sigma S-\mu N\) at given \(\mu\) through order \(\sigma^4\).**

**Solution.** A spin-orbital with \(x=(\varepsilon-\mu)/\sigma\) has entropy \(s=-f\ln f-(1-f)\ln(1-f)\). Because \(f/(1-f)=e^{-x}\) and \(1-f=1/(1+e^{-x})\),

\[
s=-f\ln\frac{f}{1-f}-\ln(1-f)=xf+\ln(1+e^{-x}).
\]

Its contribution to \(\Omega\) is therefore

\[
\omega=(\varepsilon-\mu)f-\sigma s=-\sigma\ln\left(1+e^{-(\varepsilon-\mu)/\sigma}\right),
\qquad \frac{\partial\omega}{\partial\varepsilon}=f .
\]

Integrating \(\Omega=\int g\,\omega\,d\varepsilon\) by parts, with \(g=\mathcal N'\) and vanishing boundary terms, gives

\[
\Omega=-\int\mathcal N(\varepsilon)f(\varepsilon)\,d\varepsilon .
\]

Part (a) applies with \(H=-\mathcal N\), so that \(H'=-g\) and \(H'''=-g''\):

\[
\Omega(\mu,\sigma)=\Omega_0(\mu)-a\sigma^2g(\mu)-b\sigma^4g''(\mu)+O(\sigma^6),\qquad
\Omega_0(\mu)=-\int_{-\infty}^{\mu}\mathcal N\,d\varepsilon .
\]

## (c) The free energy at fixed electron number

**The chemical potential moves with \(\sigma\) so as to keep \(N\) fixed. Find its leading shift, and \(F\) through order \(\sigma^4\).**

**Solution.** Since \(\partial\omega/\partial\mu=-f\), we have \(\partial\Omega/\partial\mu=-N\) at the correct \(\mu\). The function \(\Phi(\mu)=\Omega(\mu,\sigma)+\mu N\) is thus stationary there, and its value is \(F\).

Write \(\mu=\mu_0+\delta\) and expand \(\Phi\) about \(\mu_0\). Integration by parts gives \(\Omega_0(\mu)=\int_{-\infty}^{\mu}(\varepsilon-\mu)g\,d\varepsilon\), hence \(\Omega_0(\mu_0)+\mu_0N=E_0\). The term linear in \(\delta\) cancels because \(\Omega_0'(\mu_0)=-N\), and \(\Omega_0''=-g\). With \(g,g',g''\) taken at \(\mu_0\) from here on,

\[
\Phi=E_0-\tfrac12g\delta^2-a\sigma^2(g+g'\delta)-b\sigma^4g''+O(\sigma^6).
\]

The omitted terms \(\delta^3\), \(\sigma^2\delta^2\) and \(\sigma^4\delta\) are of order \(\sigma^6\), because \(\delta\) is of order \(\sigma^2\). This follows from the stationarity condition \(-g\delta-a\sigma^2g'=0\), which gives to leading order

\[
\mu-\mu_0=-a\sigma^2\frac{g'}{g}.
\]

The Fermi level moves towards the side with fewer states. Inserting \(\delta\), the two terms that contain it become

\[
-\tfrac12g\delta^2-a\sigma^2g'\delta
=-\frac{a^2\sigma^4g'^2}{2g}+\frac{a^2\sigma^4g'^2}{g}
=\frac{a^2\sigma^4g'^2}{2g}.
\]

With \(a^2/2=\pi^4/72\),

\[
F=E_0-\frac{\pi^2}{6}g\,\sigma^2+c_4\sigma^4+O(\sigma^6),\qquad
c_4=\pi^4\left(\frac{g'^2}{72\,g}-\frac{7g''}{360}\right).
\]

The shift of \(\mu\) enters \(F\) first at order \(\sigma^4\).

## (d) The energy, and a better estimate of \(E_0\)

**Find \(E\) to the same order. Which equal-weight combination of \(E\) and \(F\) is closer to \(E_0\), and what error remains?**

**Solution.** We need \(S\). Because \(\Phi\) is stationary in \(\mu\), the derivative of \(F\) at fixed \(N\) equals that of \(\Omega\) at fixed \(\mu\). For one spin-orbital \(\partial x/\partial\sigma=-x/\sigma\), so

\[
\left.\frac{\partial\omega}{\partial\sigma}\right|_\mu
=-\ln(1+e^{-x})-xf=-s .
\]

Hence \(S=-(\partial F/\partial\sigma)_N\), and

\[
E=F+\sigma S=F-\sigma\left(\frac{\partial F}{\partial\sigma}\right)_N .
\]

A term \(c\,\sigma^p\) in \(F\) becomes \((1-p)c\,\sigma^p\) in \(E\). For \(p=2\) the factor is \(-1\), and for \(p=4\) it is \(-3\):

\[
E=E_0+\frac{\pi^2}{6}g\,\sigma^2-3c_4\sigma^4+O(\sigma^6).
\]

The quadratic deviations are equal and opposite. To leading order, smearing moves \(\int_0^\infty g\,du/(e^{u/\sigma}+1)=g\sigma\ln2\) electrons from below \(\mu\) to above it, each by about \(2.4\,\sigma\) on average, which raises \(E\) by an amount of order \(g\sigma^2\). The entropy term \(-\sigma S\) is, to this order, twice as large and negative, so \(F\) falls by as much as \(E\) rises. The average is

\[
\frac{E+F}{2}=E_0-c_4\sigma^4+O(\sigma^6).
\]

In general a term \(c\,\sigma^p\) of \(F\) appears in the average as \((1-p/2)c\,\sigma^p\), which vanishes for \(p=2\) and for no other power. The method therefore relies on the leading deviation being quadratic.

## (e) A chain worked out in numbers

**A chain has one orbital per site, lattice constant 1, band \(\varepsilon=-2t\cos k\), \(t=1\) eV and \(N=0.8\) electrons per site. Evaluate the predictions at \(\sigma=0.1\) eV, which is \(T\approx1160\) K, and compare them with explicit k-sums.**

**Solution.** The states with \(|k|<k_F\) are filled, so \(N=2\cdot2k_F/(2\pi)=2k_F/\pi\) and \(k_F=0.4\pi\). Then

\[
E_0=\frac{2}{\pi}\int_0^{k_F}(-2t\cos k)\,dk=-\frac{4t}{\pi}\sin k_F=-1.2109\ \text{eV},
\]

and \(\mu_0=-2t\cos k_F=-0.6180\) eV. From \(\mathcal N=2k/\pi\) and \(d\varepsilon/dk=2t\sin k=\sqrt{W}\), where \(W=4t^2-\varepsilon^2\),

\[
g=\frac{2}{\pi\sqrt W},\qquad g'=\frac{g\,\varepsilon}{W},\qquad
g''=\frac{g'\varepsilon}{W}+\frac gW+\frac{2g\,\varepsilon^2}{W^2}=g\,\frac{4t^2+2\varepsilon^2}{W^2}.
\]

The derivatives use \(W'=-2\varepsilon\). At \(\mu_0\) these are \(g=0.3347\) eV⁻¹, \(g'=-0.0572\) eV⁻² and \(g''=0.1218\) eV⁻³. The quadratic term is

\[
\frac{\pi^2}{6}g\sigma^2=1.6449\times0.3347\times0.01\ \text{eV}=5.51\ \text{meV}.
\]

For the quartic coefficient, \(g'^2/(72g)=0.00014\) and \(7g''/360=0.00237\), both in eV⁻³. Thus \(c_4=97.41\times(-0.00223)=-0.217\) eV⁻³, and the predicted error of the average is \(-c_4\sigma^4=0.022\) meV.

The k-sums use 4000 points, with \(\mu\) found numerically. Deviations from \(E_0\), in meV per site, are:

| \(\sigma\) (eV) | \(E\) | \(F\) | average | \(-c_4\sigma^4\) |
|---|---|---|---|---|
| 0.05 | +1.381 | −1.378 | +0.0014 | +0.0014 |
| 0.1 | +5.577 | −5.528 | +0.024 | +0.022 |
| 0.2 | +23.42 | −22.45 | +0.48 | +0.35 |

At \(\sigma=0.1\) eV the average is about 230 times closer to \(E_0\) than \(E\) or \(F\) is. At 0.2 eV the quartic formula gives 28% less than the computed error of the average, so contributions beyond \(\sigma^4\) are no longer small. At \(N=0.5\), where the \(g'\) term is about 18% of the \(g''\) term instead of 6%, the formula gives \(-c_4=1.401\) eV⁻³, and the k-sum at \(\sigma=0.01\) eV gives 1.408 eV⁻³ for the error of the average divided by \(\sigma^4\).

## (f) Self-consistent bands

**In a mean-field calculation the bands depend on the density, and hence on \(\sigma\). Does the quadratic cancellation survive?**

**Solution.** Assume that the energy functional has no explicit dependence on \(\sigma\), and that the solution follows one smooth branch with a finite density response. The self-consistent state makes \(F=E-\sigma S\) stationary at fixed \(N\) with respect to orbitals and occupations. Their changes with \(\sigma\) then do not contribute to \(dF/d\sigma\) at first order. What remains is the explicit derivative, so \(dF/d\sigma=-S\) still holds.

At each \(\sigma\), \(S\) is the entropy of independent electrons in the current bands. By part (d) it equals \(2ag_\sigma\sigma+O(\sigma^3)\), where \(g_\sigma\) is the density of states of those bands at their zero-temperature Fermi level. At fixed potential, the expansion of part (a) changes the density by order \(\sigma^2\). A finite response keeps the self-consistent change at that order, so \(g_\sigma=g+O(\sigma^2)\), with \(g\) from the self-consistent bands at \(\sigma=0\). Hence

\[
S=2ag\sigma+O(\sigma^3),\qquad
F=E_0-\int_0^\sigma S\,d\sigma'=E_0-ag\sigma^2+O(\sigma^4),
\]

and \(E=F+\sigma S=E_0+ag\sigma^2+O(\sigma^4)\). The cancellation survives. The formula for \(c_4\) does not carry over, since it was derived for fixed bands.

A periodic chain with two sites per cell illustrates this. It has nearest-neighbour hopping 1 eV, alternating site energies \(\pm1\) eV, 1.2 electrons per cell and a mean-field repulsion energy \(Un_i^2/4\) on each site, with \(U=2\) eV. The self-consistent \(g\) is 0.935 eV⁻¹ per cell; without \(U\) it would be 1.033 eV⁻¹. At \(\sigma=0.02\) eV the self-consistent value predicts deviations of \(\pm0.615\) meV. The calculation gives \(+0.617\) meV for \(E\), \(-0.616\) meV for \(F\) and \(+0.0005\) meV for the average. Doubling \(\sigma\) from 0.01 to 0.02 eV multiplies the error of the average by 16.2, close to the factor \(2^4=16\) of a quartic law.

## (g) When the assumptions fail

**Examine (i) a density of states with a kink at the Fermi level, \(g=g_0+s|\varepsilon-\mu_0|\), with distant band edges, and (ii) a chain with only 20 k-points.**

**Solution.** (i) Since \(g\) is symmetric about \(\mu_0\), \(\mu=\mu_0\) up to exponentially small band-edge terms. Electrons at energy \(u\) above \(\mu_0\) and holes at \(u\) below it each cost \(u\), and both have occupation \(1/(e^{u/\sigma}+1)\). With \(u=\sigma x\),

\[
E-E_0=2\int_0^\infty\frac{u\,(g_0+su)}{e^{u/\sigma}+1}\,du
=2g_0\sigma^2\eta(2)+4s\sigma^3\eta(3)
=\frac{\pi^2}{6}g_0\sigma^2+3\zeta(3)s\sigma^3 .
\]

Here \(\int_0^\infty x^{n-1}/(e^x+1)\,dx=(n-1)!\,\eta(n)\) and \(\eta(3)=\tfrac34\zeta(3)\) were used. By part (d), a cubic term in \(E\) is \(-2\) times that in \(F\), so \(F\) contains \(-\tfrac32\zeta(3)s\sigma^3\). The average keeps

\[
\frac{E+F}{2}-E_0=\tfrac34\zeta(3)\,s\,\sigma^3 .
\]

For \(g_0=1\) eV⁻¹, \(s=1\) eV⁻² and \(\sigma=0.1\) eV this is 0.90 meV. The quadratic term of 16.4 meV is gone, but the remaining error is cubic, not quartic.

(ii) Near \(k_F\) the levels of the chain in (e) are spaced by about \(2t\sin k_F\cdot2\pi/20\approx0.6\) eV. On a mesh containing \(k=0\), at \(\sigma=0.1\) eV, the average then misses \(E_0\) by 3.33 meV. With 40, 80 and 160 points, again including \(k=0\), the error is 0.128, 0.0243 and 0.0241 meV. Beyond 80 points what is left is the smearing error of part (e).

Reducing \(\sigma\) on the coarse mesh does not help. At \(\sigma=0.01\) eV the levels are discrete on the scale of \(\sigma\), and the Sommerfeld expansion does not apply. Twenty sites hold 16 electrons, and two cases arise.

- A mesh containing \(k=0\) has levels at multiples of \(\pi/10\). Fourteen electrons fill \(|k|\le0.3\pi\), and two share the four spin-orbitals at \(k=\pm0.4\pi\). Each is half occupied and has entropy \(\ln2\), so \(S=4\ln2/20\) per site even as \(\sigma\to0\). \(E\) stays at the mesh's own zero-temperature value, \(F\) lies \(\sigma S=1.39\) meV below it, and the average lies 0.69 meV below it. This deviation is linear in \(\sigma\), and averaging only halves it.
- A mesh shifted by half a step has eight levels with \(|k|\le0.35\pi\), which hold all 16 electrons. \(E\) and \(F\) then agree with the mesh's zero-temperature energy to better than \(10^{-6}\) meV per site, and no quadratic law appears.

The zero-temperature energies of these two meshes differ from \(E_0\) by \(+10.0\) and \(-5.0\) meV per site. At \(\sigma=0.01\) eV, averaging \(E\) and \(F\) does not remove this, because it is a mesh error and not a smearing error.

## (h) Derivatives and forces

**Let the fixed bands depend on a parameter \(\lambda\), such as an atomic position. Of which energy is the occupation-weighted sum \(\sum_if_i\,\partial\varepsilon_i/\partial\lambda\) the derivative?**

**Solution.** Since \(\Phi\) is stationary in \(\mu\), \(dF/d\lambda\) at fixed \(N\) equals \(\partial\Omega/\partial\lambda\) at fixed \(\mu\). With \(\partial\omega/\partial\varepsilon=f\),

\[
\frac{dF}{d\lambda}=\sum_if_i\frac{\partial\varepsilon_i}{\partial\lambda}.
\]

The sum belongs to \(F\). Because \((E+F)/2=F+\sigma S/2\), the derivative of the average contains the further term \((\sigma/2)\,dS/d\lambda\).

For the chain at \(\sigma=0.1\) eV, with \(\lambda=t\), both \(dF/dt\) and the occupation sum are \(-1.2053\). The derivative of the average is \(-1.2110\), and \(dE_0/dt=-1.2109\). Forces built from the occupation sum are therefore consistent with \(F\) and carry its quadratic smearing error. Combining them with the averaged energy in a geometry optimization would pair an energy with the slope of a different function.

## Table of computed values

```
second moment/2!  = 1.644934
fourth moment/4!  = 1.894066
N=0.8: -c4 formula 0.2175, k-sum 0.2182 eV^-3 (sigma=0.02 eV)
N=0.8: quartic parts, E over F = -3.003
N=0.5: -c4 formula 1.4007, k-sum 1.4084 eV^-3 (sigma=0.01 eV)
N=0.5: quartic parts, E over F = -3.005
chain: t = 1 eV, N = 0.8 per site, 4000 k-points
E0 = -1.210923 eV/site, mu0 = -0.618034 eV
g = 0.33469 eV^-1, g' = -0.05717 eV^-2, g'' = 0.12180 eV^-3
sigma = 0.1 eV is T = 1160 K
deviations from E0 in meV/site:
sigma=0.05 eV: E +1.3805, F -1.3777, average +0.00139
  predicted: quadratic 1.3764, average +0.00136
sigma=0.1 eV: E +5.5766, F -5.5283, average +0.02414
  predicted: quadratic 5.5054, average +0.02175
sigma=0.2 eV: E +23.4154, F -22.4509, average +0.48226
  predicted: quadratic 22.0218, average +0.34799
sigma=0.1 eV: S = 0.111048, -dF/dsigma = 0.111048 kB/site
derivatives with respect to t, sigma=0.1 eV (dimensionless):
  dF/dt -1.205346, occupation sum -1.205346
  d(average)/dt -1.211001, dE0/dt -1.210923
average - E0 at sigma=0.1 eV, by number of k-points:
  20 points: +3.32848 meV/site
  40 points: +0.12844 meV/site
  80 points: +0.02427 meV/site
  160 points: +0.02414 meV/site
20 k-points, sigma=0.01 eV, changes from the mesh's own E(0):
  Gamma mesh: E -0.0000, F -1.3863, average -0.6931 meV/site
    mesh error E(0) - E0 = +9.9759 meV/site
  shifted mesh: E +0.0000, F -0.0000, average +0.0000 meV/site
    mesh error E(0) - E0 = -4.9941 meV/site
self-consistent cell: t=1, offset=1, U=2 eV, N=1.2 per cell
E0 = -1.954127 eV/cell; g = 0.93522 eV^-1 (without U: 1.03310)
sigma=0.02 eV: E +0.61685, F -0.61585, average +0.0005007 meV
  predicted quadratic 0.61535 meV/cell
sigma=0.01 eV: E +0.15393, F -0.15387, average +0.0000309 meV
  predicted quadratic 0.15384 meV/cell
average error ratio on doubling sigma = 16.207
kink: g0=1 eV^-1, s=1 eV^-2, sigma=0.1 eV
  average - E0: quadrature 0.90154, formula 0.90154 meV
```
